# Shared-Site Occupations of Vacancies and Substitutional Impurities: a program that tests the result

```python
"""Equilibrium occupations of one sublattice shared by vacancies and impurities.

Result under test: x_i = a_i/(1+A), with A = sum of all a_i, and
a_i = sum_q w_iq exp(-g_iq/kT), g_iq = dE_iq + mu_host - mu_i + q*E_F.
x_i: fraction of sites held by species i; q: charge; w: internal states;
dE: free energy of replacing one host atom; mu: reservoir potentials;
E_F: Fermi level. When A << 1 this becomes x_i = a_i.
Energies are in eV unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gammaln


def species_weight(charge_states, fermi, kT):
    """charge_states: (charge, formation energy at E_F = 0, multiplicity)."""
    return sum(w * np.exp(-(g + q * fermi) / kT) for q, g, w in charge_states)


def occupations(weights):
    total = sum(weights.values())
    return {name: a / (1 + total) for name, a in weights.items()}


# ---------- Explicit enumeration of six sites, far from the dilute limit ----
kT_test = 0.2
sites = 6
# Each entry is one microstate: species, charge, replacement energy.
# The two identical V- entries represent a twofold multiplicity.
micro = [("host", 0, 0.0), ("V", 0, 5.3), ("V", -1, 5.9), ("V", -1, 5.9),
         ("A", -1, 2.85), ("D", 1, 0.7)]
configs = np.indices((len(micro),) * sites).reshape(sites, -1)
state_counts = np.array([(configs == s).sum(axis=0) for s in range(len(micro))])
mu_test = {"host": -5.0, "V": 0.0, "A": -3.0, "D": -4.0}
fermi_test = 0.7


def enumerate_states(mu, fermi, mask=None):
    """Site fraction of every microstate from total energies and particle counts."""
    energy = sum(state_counts[s] * micro[s][2] for s in range(len(micro)))
    atoms = sum(state_counts[s] * mu[micro[s][0]] for s in range(len(micro)))
    electrons = sum(-state_counts[s] * micro[s][1] for s in range(len(micro)))
    grand = energy - atoms - fermi * electrons
    prob = np.exp(-(grand - grand.min()) / kT_test)
    if mask is not None:
        prob = prob * mask
    prob /= prob.sum()
    return state_counts @ prob / sites


def by_species(fractions):
    return {name: sum(f for f, m in zip(fractions, micro) if m[0] == name)
            for name in mu_test}


def test_weights(mu, fermi):
    out = {}
    for name in ("V", "A", "D"):
        levels = [(q, e + mu["host"] - mu[name], 1)
                  for n, q, e in micro if n == name]
        out[name] = species_weight(levels, fermi, kT_test)
    return out


counted_states = enumerate_states(mu_test, fermi_test)
counted = by_species(counted_states)
weights_test = test_weights(mu_test, fermi_test)
predicted = occupations(weights_test)
total_test = sum(weights_test.values())
enumeration_error = max(abs(counted[n] - predicted[n]) for n in predicted)
assert enumeration_error < 1e-11
assert abs(counted["host"] - 1 / (1 + total_test)) < 1e-11
for name in predicted:
    assert abs(weights_test[name] / counted[name] - 1 - total_test) < 1e-9

# Competition for sites: response to the potential of impurity A.
step = 1e-4
up = by_species(enumerate_states({**mu_test, "A": -3.0 + step}, fermi_test))
down = by_species(enumerate_states({**mu_test, "A": -3.0 - step}, fermi_test))
for name in ("V", "A", "D"):
    slope = (up[name] - down[name]) / (2 * step)
    expected = counted[name] * ((name == "A") - counted["A"]) / kT_test
    assert abs(slope - expected) < 1e-6

# Response to the Fermi level gives the mean charge of the vacancy.
up = by_species(enumerate_states(mu_test, fermi_test + step))
down = by_species(enumerate_states(mu_test, fermi_test - step))
slope = (np.log(up["V"] / up["host"]) - np.log(down["V"] / down["host"])) / (2 * step)
mean_charge = -(counted_states[2] + counted_states[3]) / counted["V"]
assert abs(slope + mean_charge / kT_test) < 1e-5


# Equal populations of V0 and V-, including the multiplicity shift.
def population_difference(fermi):
    f = enumerate_states(mu_test, fermi)
    return np.log(f[1] / (f[2] + f[3]))


equal_level = brentq(population_difference, 0.0, 1.2)
g_neutral, g_minus = 5.3 - 5.0, 5.9 - 5.0
transition = (g_neutral - g_minus) / (-1 - 0)
assert abs(equal_level - transition - kT_test * np.log(1 / 2) / (0 + 1)) < 1e-9

# Exactly two A atoms and one D atom, with vacancies still in equilibrium.
closed = (state_counts[4] == 2) & (state_counts[5] == 1)
closed_fraction = by_species(enumerate_states(mu_test, fermi_test, closed))["V"]
a_vac = weights_test["V"]
assert abs(closed_fraction - (1 - 3 / sites) * a_vac / (1 + a_vac)) < 1e-11

# ---------- Most probable counts from multinomial weights -------------------
n1, n2 = np.meshgrid(np.arange(201), np.arange(201), indexing="ij")
fixed_total = 400
log_weight = (gammaln(fixed_total + 1) - gammaln(n1 + 1) - gammaln(n2 + 1)
              - gammaln(fixed_total - n1 - n2 + 1)
              + n1 * np.log(0.3) + n2 * np.log(0.5))
best = np.unravel_index(np.argmax(log_weight), log_weight.shape)
fixed_prediction = occupations({"one": 0.3, "two": 0.5})
# Integer counts can differ from the continuous maximum by about one.
assert abs(best[0] - fixed_total * fixed_prediction["one"]) < 1.5
assert abs(best[1] - fixed_total * fixed_prediction["two"]) < 1.5


def free_site_maximum(host_atoms):
    """Host atoms are conserved; defects may add sites to the crystal."""
    m1, m2 = np.meshgrid(np.arange(601), np.arange(1001), indexing="ij")
    logw = (gammaln(host_atoms + m1 + m2 + 1) - gammaln(host_atoms + 1)
            - gammaln(m1 + 1) - gammaln(m2 + 1)
            + m1 * np.log(0.1) + m2 * np.log(0.2))
    i, j = np.unravel_index(np.argmax(logw), logw.shape)
    total = host_atoms + i + j
    return i / total, j / total, logw[i, j]


free_one, free_two, logw_small = free_site_maximum(2000)
_, _, logw_large = free_site_maximum(2200)
# Tolerances cover integer counts and logarithmic finite-size terms.
assert abs(free_one - 0.1) < 1e-3 and abs(free_two - 0.2) < 1e-3
host_shift = -(logw_large - logw_small) / 200
assert abs(host_shift - np.log(1 - 0.1 - 0.2)) < 2e-3

# ---------- First interaction correction on a 4 x 4 periodic lattice --------
bits = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
atoms_on = bits.sum(axis=(1, 2))
pairs_on = sum((bits * np.roll(bits, 1, axis=ax)).sum(axis=(1, 2)) for ax in (1, 2))
pair_factor = np.exp(-0.1 / 0.2)


def second_coefficient(a):
    p = a**atoms_on.astype(float) * pair_factor**pairs_on
    return ((atoms_on * p).sum() / p.sum() / 16 - a) / a**2


# Halving the activity removes the leading remainder.
coefficient = 2 * second_coefficient(5e-4) - second_coefficient(1e-3)
assert abs(coefficient - (-1 + 4 * (pair_factor - 1))) < 5e-3

# ---------- Screening energy from the explicit charge cloud -----------------
# Units: charge = permittivity = screening length = 1.
cloud_potential = quad(
    lambda r: (-np.exp(-r) / (4 * np.pi * r)) / (4 * np.pi * r) * 4 * np.pi * r**2,
    0, np.inf)[0]
charging_work = quad(lambda s: s * cloud_potential, 0, 1)[0]
assert abs(charging_work + 1 / (8 * np.pi)) < 1e-9

# ---------- Worked example: silicon sublattice of 4H-SiC --------------------
temperature = 2200.0
kT = const.k * temperature / const.e
a_lat, c_lat = 0.308, 1.008                 # nm, rough lattice constants
site_density = 4 / (np.sqrt(3) / 2 * a_lat**2 * c_lat) * 1e21   # cm^-3
gap, mass_e, mass_h, permittivity = 2.4, 0.77, 1.0, 9.7
nitrogen = 1e19                            # ionized donors, cm^-3
# Formation energies refer to E_F at the valence-band edge.
model = {
    "V": [(0, 5.0, 3), (-1, 6.2, 4), (-2, 8.2, 3)],
    "Ge": [(0, 1.2, 1)],
    "Al": [(0, 4.0, 4), (-1, 4.2, 1)],
    "P": [(1, 0.6, 1), (0, 2.9, 2)],
}


def band_density(mass):
    return 2 * (mass * const.m_e * const.k * temperature
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


Nc, Nv = band_density(mass_e), band_density(mass_h)


def carriers(fermi, degenerate=False):
    def filling(eta):
        if not degenerate:
            return np.exp(eta)
        return 2 / np.sqrt(np.pi) * quad(
            lambda x: np.sqrt(x) * expit(eta - x), 0, 60, limit=200)[0]
    return Nc * filling((fermi - gap) / kT), Nv * filling(-fermi / kT)


def solve_model(fermi, species=model):
    weights = {s: species_weight(levels, fermi, kT) for s, levels in species.items()}
    return weights, occupations(weights)


def sublattice_charge(fermi, power=1):
    weights, _ = solve_model(fermi)
    denominator = 1 + sum(weights.values())
    return site_density * sum(
        q**power * w * np.exp(-(g + q * fermi) / kT)
        for levels in model.values() for q, g, w in levels) / denominator


def find_fermi(donors, include_sublattice=False, degenerate=False):
    def balance(fermi):
        n, p = carriers(fermi, degenerate)
        extra = sublattice_charge(fermi) if include_sublattice else 0.0
        return (p + donors + extra - n) / donors
    return brentq(balance, 0.3, gap, xtol=1e-12)


fermi = find_fermi(nitrogen)
electrons, holes = carriers(fermi)
weights, fractions = solve_model(fermi)
total = sum(weights.values())

print(f"Enumeration: largest error in x = {enumeration_error:.1e}")
print(f"Free sites, weights 0.1 and 0.2: x = {free_one:.4f}, {free_two:.4f}")
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Lattice a = {a_lat:.3f} nm, c = {c_lat:.3f} nm")
print(f"Si site density = {site_density:.4e} cm^-3")
print(f"Gap = {gap:.2f} eV, relative permittivity = {permittivity:.1f}")
print(f"DOS masses: electron {mass_e:.2f}, hole {mass_h:.2f} m_e")
print(f"Nc = {Nc:.3e}, Nv = {Nv:.3e} cm^-3")
print(f"Ionized nitrogen = {nitrogen:.1e} cm^-3")
print(f"E_F above valence edge = {fermi:.4f} eV")
print(f"Electrons = {electrons:.3e}, holes = {holes:.3e} cm^-3")
print("Inputs: charge, g(E_F=0) in eV, multiplicity; then g(E_F) in eV")
for name, levels in model.items():
    for q, g, w in levels:
        print(f"  {name:2s} q={q:+d} g0={g:.2f} w={w} g={g + q * fermi:.4f}")
print("Species: weight a, site fraction x, concentration in cm^-3")
for name in model:
    print(f"  {name:2s} {weights[name]:.5e} {fractions[name]:.5e} "
          f"{site_density * fractions[name]:.4e}")
print(f"Sum of weights A = {total:.5e}; host fraction = {1 / (1 + total):.6f}")
print(f"Boltzmann overestimate = {100 * total:.4f} %")
vac_terms = [w * np.exp(-(g + q * fermi) / kT) for q, g, w in model["V"]]
print("Vacancy shares q=0,-1,-2: "
      + ", ".join(f"{t / sum(vac_terms):.4f}" for t in vac_terms))

print("Ge scan: g(eV), a_Ge, x_Ge, vacancies (cm^-3)")
for g_ge in (1.2, 0.8, 0.4, 0.0):
    a_scan, x_scan = solve_model(fermi, {**model, "Ge": [(0, g_ge, 1)]})
    print(f"  {g_ge:.1f} {a_scan['Ge']:.5f} {x_scan['Ge']:.5f} "
          f"{site_density * x_scan['V']:.4e}")

# ---------- Size of effects left out of the example -------------------------
print("Neglected or external effects:")
for label, include, degenerate in (("sublattice charge", True, False),
                                   ("carrier degeneracy", False, True),
                                   ("both", True, True)):
    changed = find_fermi(nitrogen, include, degenerate)
    ratio = solve_model(changed)[1]["V"] / fractions["V"]
    print(f"  {label}: E_F shift {1000 * (changed - fermi):+.3f} meV, "
          f"V factor {ratio:.4f}")
doubled = find_fermi(2 * nitrogen)
doubled_x = solve_model(doubled)[1]
print("  Nitrogen doubled: factors "
      + ", ".join(f"{s} {doubled_x[s] / fractions[s]:.4f}" for s in model))

pair_energy, neighbours = 0.1, 12
pair_change = neighbours * weights["Ge"] * (np.exp(-pair_energy / kT) - 1)
print(f"  Ge-Ge repulsion {pair_energy:.1f} eV, {neighbours} neighbours: "
      f"{100 * pair_change:+.3f} % in Ge")
charge_square = electrons + holes + nitrogen + sublattice_charge(fermi, 2)
screening = np.sqrt(permittivity * const.epsilon_0 * const.k * temperature
                    / (const.e**2 * charge_square * 1e6))
screen_energy = const.e / (8 * np.pi * permittivity * const.epsilon_0 * screening)
print(f"  Screening length = {screening * 1e9:.3f} nm")
for q in (1, 2):
    print(f"  Screening, |q|={q}: {-q**2 * screen_energy:.4f} eV, "
          f"factor {np.exp(q**2 * screen_energy / kT):.3f}")
site_split = 0.1
two_classes = 0.0
for sign in (-1, 1):
    split_model = {**model, "Ge": [(0, 1.2 + sign * site_split / 2, 1)]}
    two_classes += 0.5 * solve_model(fermi, split_model)[1]["Ge"]
print(f"  Two site types split by {site_split:.1f} eV: "
      f"Ge factor {two_classes / fractions['Ge']:.4f}")
print(f"  Formation energy lower by 0.1 eV: factor {np.exp(0.1 / kT):.4f}")
cold_weight = np.exp(-1.2 * const.e / (const.k * 300.0))
print(f"  Ge if equilibrated at 300 K, same g: {site_density * cold_weight:.2e} cm^-3")

print("success")
```

Output:

```
Enumeration: largest error in x = 6.1e-16
Free sites, weights 0.1 and 0.2: x = 0.0998, 0.1999
T = 2200 K, kT = 0.18958 eV
Lattice a = 0.308 nm, c = 1.008 nm
Si site density = 4.8302e+22 cm^-3
Gap = 2.40 eV, relative permittivity = 9.7
DOS masses: electron 0.77, hole 1.00 m_e
Nc = 3.367e+20, Nv = 4.983e+20 cm^-3
Ionized nitrogen = 1.0e+19 cm^-3
E_F above valence edge = 1.7343 eV
Electrons = 1.005e+19, holes = 5.303e+16 cm^-3
Inputs: charge, g(E_F=0) in eV, multiplicity; then g(E_F) in eV
  V  q=+0 g0=5.00 w=3 g=5.0000
  V  q=-1 g0=6.20 w=4 g=4.4657
  V  q=-2 g0=8.20 w=3 g=4.7314
  Ge q=+0 g0=1.20 w=1 g=1.2000
  Al q=+0 g0=4.00 w=4 g=4.0000
  Al q=-1 g0=4.20 w=1 g=2.4657
  P  q=+1 g0=0.60 w=1 g=2.3343
  P  q=+0 g0=2.90 w=2 g=2.9000
Species: weight a, site fraction x, concentration in cm^-3
  V  2.89560e-10 2.89043e-10 1.3961e+13
  Ge 1.78250e-03 1.77932e-03 8.5945e+19
  Al 2.24964e-06 2.24562e-06 1.0847e+17
  P  4.94768e-06 4.93884e-06 2.3856e+17
Sum of weights A = 1.78970e-03; host fraction = 0.998213
Boltzmann overestimate = 0.1790 %
Vacancy shares q=0,-1,-2: 0.0364, 0.8134, 0.1502
Ge scan: g(eV), a_Ge, x_Ge, vacancies (cm^-3)
  1.2 0.00178 0.00178 1.3961e+13
  0.8 0.01470 0.01449 1.3784e+13
  0.4 0.12125 0.10814 1.2474e+13
  0.0 1.00000 0.50000 6.9932e+12
Neglected or external effects:
  sublattice charge: E_F shift +1.958 meV, V factor 1.0116
  carrier degeneracy: E_F shift +1.990 meV, V factor 1.0118
  both: E_F shift +3.907 meV, V factor 1.0233
  Nitrogen doubled: factors V 2.2528, Ge 1.0000, Al 1.9909, P 0.5477
  Ge-Ge repulsion 0.1 eV, 12 neighbours: -0.877 % in Ge
  Screening length = 2.230 nm
  Screening, |q|=1: -0.0333 eV, factor 1.192
  Screening, |q|=2: -0.1331 eV, factor 2.018
  Two site types split by 0.1 eV: Ge factor 1.0348
  Formation energy lower by 0.1 eV: factor 1.6947
  Ge if equilibrated at 300 K, same g: 3.35e+02 cm^-3
success
```
